\section*{Finite-Band Kramers-Kronig Testing of Series-Corrected MOS Admittance}

\section{Result}

An MOS capacitor is measured from $\omega_1$ to $\omega_2$ with time factor $e^{+j\omega t}$. With $s=j\omega$,
\begin{equation}
Z_m=R+sL+\frac1Y,\qquad C^*=\frac Ys=C'-jC'',\qquad C''=\frac G\omega ,
\end{equation}
where $Y$ is the device admittance and $G=\mathrm{Re}\,Y$. After $R$ and $L$ have been removed, choose a reference $\omega_0$ inside the band and form the mismatch
\begin{align}
D(\omega)&=C'(\omega)-C'(\omega_0)-\frac2\pi\,P\!\!\int_{\omega_1}^{\omega_2}\!xC''(x)K(x)\,dx,\label{D}\\
K(x)&=\frac1{x^2-\omega^2}-\frac1{x^2-\omega_0^2}.
\end{align}
For a linear, stationary device made of non-negative relaxations, $D$ lies between $T_1$ and $T_2$, where
\begin{equation}
\begin{split}
T(\alpha,\beta)=\frac2\pi\Big\{&C''(\omega_1)\big[S(\tfrac{\omega_1}{\omega_0},\alpha)-S(\tfrac{\omega_1}{\omega},\alpha)\big]\\
&+C''(\omega_2)\big[S(\tfrac{\omega}{\omega_2},-\beta)-S(\tfrac{\omega_0}{\omega_2},-\beta)\big]\Big\},
\end{split}\label{T}
\end{equation}
$T_1=T(1,-1)$, $T_2=T(-1,1)$ and $S(q,\gamma)=\sum_{n\ge1}q^{2n}/(2n+\gamma)$. The interval needs no model of the unmeasured frequencies beyond the stated class. A value outside it disproves at least one assumption, which need not be causality. A value inside does not validate $R$: a leftover positive series resistance passes the test.

\section{The class of devices}

Assume
\begin{equation}
Y=G_0+sC_\infty+\sum_k\frac{m_ks}{s+\lambda_k},\qquad G_0,C_\infty\ge0,\; m_k,\lambda_k>0. \label{class}
\end{equation}
Call this the RC class. Interface traps belong to it. Consider levels of density $D_{it}$ per unit energy that exchange holes with the valence band. If $f$ is the electron occupancy and $1/\tau$ the hole capture rate, detailed balance makes the emission rate $f/[(1-f)\tau]$. The sum of both rates is $1/[(1-f)\tau]$, so a level relaxes in the time $g\tau$ with $g=1-f$. Its static capacitance per area is $q^2D_{it}f(1-f)\,dE/kT=q^2D_{it}\,dg$. With $C_{it}=q^2D_{it}\times$area,
\begin{equation}
\frac{Y_{it}}s=C_{it}\int_0^1\!\frac{dg}{1+s\tau g}=C_{it}\frac{\ln(1+s\tau)}{s\tau}.
\end{equation}
Since $\ln(1+s\tau)=\int_{1/\tau}^\infty s\,d\lambda/[\lambda(s+\lambda)]$, this is a sum of type \eqref{class} with positive weights. Averaging over $\tau$ keeps them positive.

The class survives a series resistor or capacitor. From \eqref{class},
\begin{equation}
\frac{\mathrm{Im}\,Y}{\mathrm{Im}\,s}=C_\infty+\sum_k\frac{m_k\lambda_k}{|s+\lambda_k|^2}>0 .\label{im}
\end{equation}
Hence $\mathrm{Im}(1/Y)$ has the sign opposite to $\mathrm{Im}\,s$. Adding $R$ or $1/(sC)$ to $1/Y$ preserves this, so the new admittance $\tilde Y$ again obeys $\mathrm{Im}\,\tilde Y/\mathrm{Im}\,s>0$. For finitely many traps $\tilde Y$ is rational. Its poles are real, because $1/\tilde Y$ cannot vanish off the real axis, and negative, because $\tilde Y$ is finite for $s>0$. They are simple, since near a multiple pole $\mathrm{Im}\,\tilde Y$ would change sign within the upper half-plane. Near a pole, $\tilde Y\simeq\rho/(s+\lambda)$ has imaginary part $-\rho\,\mathrm{Im}\,s/|s+\lambda|^2$, so $\rho<0$. The residue of $\tilde Y/s$ is then $-\rho/\lambda>0$, which is the weight $m$. A pole at $s=0$ would need $\rho<0$ and make $\tilde Y$ negative for small $s>0$, which is impossible. Growth faster than $s$ at infinity would also violate the sign rule. The remaining constants are $G_0=\tilde Y(0)$ and $C_\infty=\lim_{s\to\infty}\tilde Y/s$, both non-negative because $\tilde Y>0$ for $s>0$. Thus $\tilde Y$ has the form \eqref{class}; a continuum is the limit of many traps.

\section{From the full range to a finite band}

An antiderivative of $1/(x^2-\omega^2)$ is $(2\omega)^{-1}\ln|(x-\omega)/(x+\omega)|$. It vanishes at $0$ and $\infty$, and its values at $\omega\mp\epsilon$ cancel as $\epsilon\to0$. Therefore
\begin{equation}
P\!\!\int_0^\infty\frac{dx}{x^2-\omega^2}=0. \label{zero}
\end{equation}
One relaxation $A/(s+\lambda)$ in $C^*$ has $C'=A\lambda/(\omega^2+\lambda^2)$ and $C''=A\omega/(\omega^2+\lambda^2)$. Partial fractions and \eqref{zero} give
\begin{align}
\frac2\pi P\!\!\int_0^\infty\!\frac{x\,C''(x)}{x^2-\omega^2}dx
&=\frac{2A}{\pi(\omega^2+\lambda^2)}P\!\!\int_0^\infty\!\Big[\frac{\lambda^2}{x^2+\lambda^2}+\frac{\omega^2}{x^2-\omega^2}\Big]dx\nonumber\\
&=\frac{A\lambda}{\omega^2+\lambda^2}=C'(\omega). \label{one}
\end{align}
Leakage, $C''=G_0/x$, contributes zero by \eqref{zero}. Summation yields the Kramers-Kronig (KK) relation
\begin{equation}
C'(\omega)-C_\infty=\frac2\pi P\!\!\int_0^\infty\frac{xC''(x)}{x^2-\omega^2}dx .\label{KK}
\end{equation}
Subtracting \eqref{KK} at $\omega_0$ removes the unknown $C_\infty$. Moving the in-band part to the left leaves
\begin{equation}
D(\omega)=\frac2\pi\Big(\int_0^{\omega_1}+\int_{\omega_2}^\infty\Big)xC''(x)K(x)\,dx. \label{tails}
\end{equation}
The mismatch is therefore the contribution of the missing tails. Leakage no longer cancels, because the band is finite.

\subsection{Bounds on the tails}

In the RC class,
\begin{equation}
G=G_0+\sum_k\frac{m_k\omega^2}{\omega^2+\lambda_k^2},\qquad
\frac G{\omega^2}=\frac{G_0}{\omega^2}+\sum_k\frac{m_k}{\omega^2+\lambda_k^2}.
\end{equation}
The first never decreases with frequency and the second never increases. With $C''=G/\omega$ this means
\begin{align}
C''(\omega_1)\frac x{\omega_1}&\le C''(x)\le C''(\omega_1)\frac{\omega_1}x,&x&<\omega_1,\\
C''(\omega_2)\frac{\omega_2}x&\le C''(x)\le C''(\omega_2)\frac x{\omega_2},&x&>\omega_2 .
\end{align}
Outside the band $K=(\omega^2-\omega_0^2)/[(x^2-\omega^2)(x^2-\omega_0^2)]$ keeps the sign of $\omega-\omega_0$, so these inequalities carry over to \eqref{tails}.

For a low tail $C''(\omega_1)(x/\omega_1)^\alpha$, expand $1/(x^2-\omega^2)=-\sum_{n\ge0}x^{2n}/\omega^{2n+2}$:
\begin{equation}
\int_0^{\omega_1}\!\frac{x(x/\omega_1)^\alpha}{x^2-\omega^2}dx=-\sum_{n\ge0}\frac{(\omega_1/\omega)^{2n+2}}{2n+2+\alpha}=-S\Big(\frac{\omega_1}\omega,\alpha\Big).
\end{equation}
For a high tail use $1/(x^2-\omega^2)=\sum_{n\ge0}\omega^{2n}/x^{2n+2}$. The term $n=0$ does not depend on $\omega$ and cancels in $K$ before integration. The others give $(\omega/\omega_2)^{2n}/(2n-\beta)$. This is \eqref{T}. From $\mathrm{artanh}\,q=\sum_{n\ge0}q^{2n+1}/(2n+1)$,
\begin{equation}
S(q,1)=\frac{\mathrm{artanh}\,q}q-1,\qquad S(q,-1)=q\,\mathrm{artanh}\,q .
\end{equation}
For $\omega>\omega_0$ the order is $T_1\le D\le T_2$; below $\omega_0$ it is reversed.

Two limits show the effect of bandwidth. Far from the edges $S\simeq q^2/(2+\gamma)$, so
\begin{equation}
T\simeq\frac2\pi\Big[\frac{C''(\omega_1)}{2+\alpha}\Big(\frac{\omega_1^2}{\omega_0^2}-\frac{\omega_1^2}{\omega^2}\Big)+\frac{C''(\omega_2)}{2-\beta}\,\frac{\omega^2-\omega_0^2}{\omega_2^2}\Big]. \label{far}
\end{equation}
The two bounds differ by a factor of three. The contribution of each edge is small when both $\omega$ and $\omega_0$ lie far from it: it is at most of the order of the edge loss times the square of the frequency ratio (taken below one) between that edge and the nearer of the two. As $\omega$ approaches an edge, each $S$ diverges logarithmically, while
\begin{equation}
S(q,-1)-S(q,1)=\sum_{n\ge1}\frac{2q^{2n}}{4n^2-1}\to1 .\label{width}
\end{equation}
The width $|T_2-T_1|$ thus stays finite, near $(2/\pi)C''_{\rm edge}$ when the other terms are small.

\section{Discrete data and noise}

The loss is interpolated by a cubic spline in $\ln\omega$ onto a finer grid. On each fine interval $C''=a+bx$, and the antiderivative of $x(a+bx)/(x^2-\omega^2)$ is
\begin{equation}
\tfrac12(a+b\omega)\ln|x-\omega|+\tfrac12(a-b\omega)\ln(x+\omega)+bx .
\end{equation}
Differentiation confirms it. At a node $x=\omega$ the coefficient $\tfrac12(a+b\omega)=\tfrac12C''(\omega)$ is the same on both sides, so the singular logarithms cancel.

These operations are linear. Including the edge terms of bound $i=1,2$, the signed distance is
\begin{equation}
\Delta_i=\pm\Big[C'(\omega)-C'(\omega_0)-\sum_jM^{(i)}_jC''_j\Big],
\end{equation}
with the sign chosen so that $\Delta_i\ge0$ for an admissible device. If every $C'_j$ and $C''_j$ has independent noise of standard deviation $\sigma$, then
\begin{equation}
\sigma_{\Delta_i}=\sigma\Big[2+\sum_j\big(M^{(i)}_j\big)^2\Big]^{1/2}.
\end{equation}
The procedure is:
\begin{enumerate}
\item Fit a circuit including $R$ and $L$; subtract $R+sL$ from $Z_m$.
\item Compute $D$, $T_1$ and $T_2$ at all interior points except $\omega_0$.
\item Form the scores $\Delta_i/\sigma_{\Delta_i}$ and reject if any is below $-4$.
\item Report $|T_2-T_1|/2$ as the tail uncertainty.
\end{enumerate}

\section{What the test can say about series elements}

\subsection{Leftover and excess corrections}

A leftover positive resistance keeps the device in the RC class, as shown above. A leftover positive inductance is causal but outside the class, since $sL$ has the wrong sign of imaginary part. A rejection then does not mean non-causality.

Let the correction be too large by $r,\ell\ge0$, not both zero, and take $G_0=0$, $C_\infty>0$. The corrected capacitance is
\begin{equation}
C_o=\frac1{s\,g(s)},\qquad g(s)=\frac1{Y(s)}-r-s\ell .
\end{equation}
Off the real axis $\mathrm{Im}\,g$ and $\mathrm{Im}\,s$ have opposite signs, so all zeros of $g$ are real and simple. For $s>0$, $Y$ increases, hence $g$ falls strictly from $+\infty$ to a negative value. There is one positive zero $p$, and it gives $C_o$ a non-causal pole with residue $A=1/[p\,g'(p)]$.

The term $A/(s-p)$ has $C'=-Ap/(\omega^2+p^2)$ and $C''=A\omega/(\omega^2+p^2)$. By \eqref{one} the KK integral of this $C''$ is $+Ap/(\omega^2+p^2)$, the opposite of $C'$. Poles at negative $s$ obey \eqref{one}, and $C_o\to0$ at infinity. The full-range violation, left side minus right side, is therefore
\begin{equation}
V(\omega)=-\frac{2Ap}{\omega^2+p^2}=\frac2{[\ell-(1/Y)'(p)]\,(p^2+\omega^2)} .\label{V}
\end{equation}
For constant $C$ and $\ell=0$, $p=1/(rC)$ and $-(1/Y)'(p)=1/(Cp^2)$. For $r=0$, $p^2=1/(\ell C)$ and the bracket equals $2\ell$. To leading order,
\begin{equation}
V(\omega)-V(\omega_0)\simeq
\begin{cases}-2C(rC)^2(\omega^2-\omega_0^2),&\ell=0,\\ -\ell C^2(\omega^2-\omega_0^2),&r=0.\end{cases}\label{orders}
\end{equation}
Once subtracted at $\omega_0$, the full-range violation is second order in excess resistance and first order in excess inductance.

\subsection{Why the finite-band bounds respond earlier}

For small $r$, $C_o\simeq C^*+srC^{*2}$. With nearly constant $C$, the loss changes by $-\omega rC^2$ and $C'$ does not change at first order. Since $x^2K=\omega^2/(x^2-\omega^2)-\omega_0^2/(x^2-\omega_0^2)$ integrates to zero over the full range, $D$ changes by $-(2/\pi)rC^2$ times the integral of $x^2K$ outside the band. For $\omega>\omega_0$, the change of $T_1$ has the same low-frequency part, because its low tail is linear in $x$. Its high tail falls as $\omega_2/x$. The distance to $T_1$ therefore changes by
\begin{align}
\delta\Delta_1&=-\frac2\pi rC^2\int_{\omega_2}^\infty(x^2-\omega_2^2)K\,dx\nonumber\\
&=-\frac2\pi rC^2\omega_2\,[W(\omega/\omega_2)-W(\omega_0/\omega_2)],\label{first}
\end{align}
with $W(q)=S(q,-1)-S(q,1)$. This is first order in $r$. It exposes an inadmissible high-frequency loss, not the small full-range violation.

\subsection{An upper bound on the resistance}

For $G_0=0$ the sign argument applied to $1/Y$ gives
\begin{equation}
\frac1Y=\frac{b_0}s+b_\infty+\sum_k\frac{b_k}{s+\mu_k},\qquad b_0,b_\infty,b_k\ge0,\;\mu_k>0 .
\end{equation}
Thus $\omega^2\mathrm{Re}(1/Y)=b_\infty\omega^2+\sum_kb_k\mu_k\omega^2/(\omega^2+\mu_k^2)$ never decreases. For $\omega_a<\omega_b$, $\omega_a^2(\mathrm{Re}Z_a-R)\le\omega_b^2(\mathrm{Re}Z_b-R)$, or
\begin{equation}
R\le\frac{\omega_b^2\mathrm{Re}Z_b-\omega_a^2\mathrm{Re}Z_a}{\omega_b^2-\omega_a^2}. \label{R}
\end{equation}
The right side is the two-point extrapolation in $1/\omega^2$. Used as an estimate on noiseless data, it cannot undercorrect a device of this class.

\section{Worked example}

\subsection{Device}

The parameters are rough typical values for silicon: 300 K, a 5 nm oxide, acceptor density $N=10^{17}$ cm$^{-3}$, area $10^{-3}$ cm$^2$, surface potential $\psi=0.20$ V, $D_{it}=5\times10^{11}$ cm$^{-2}$eV$^{-1}$, hole capture cross-section $10^{-16}$ cm$^2$ and thermal speed $10^7$ cm/s. With $V_t=kT/q$ and $u=\psi/V_t=7.736$, the surface hole density is $10^{17}e^{-7.736}=4.37\times10^{13}$ cm$^{-3}$. Hence $\tau=1/(10^{-16}\cdot10^7\cdot4.37\times10^{13})\ \mathrm s\simeq22.9\ \mu$s. Poisson's equation, $\psi''=(qN/\varepsilon_s)(1-e^{-\psi/V_t})$, integrates after multiplication by $\psi'$ to the charge per area
\begin{equation}
Q=\sqrt{2\varepsilon_sqNV_t\,(e^{-u}+u-1)} .
\end{equation}
Its derivative $dQ/d\psi$ gives $C_d=218.2$ pF. With $C_{ox}=690.6$ pF, $C_\infty=690.6\cdot218.2/908.8=165.8$ pF. The traps add $C_{it}=80.1$ pF in parallel with $C_d$. Their logarithmic time constants have a Gaussian spread of standard deviation 1.5, which represents surface-potential fluctuations of $1.5\,kT/q$; $C_d$ is held uniform.

The band is 1 kHz to 1 MHz with 61 logarithmic points, $\omega_0/2\pi=31.62$ kHz, $R=50\ \Omega$, $L=0.5\ \mu$H and $\sigma=0.05$ pF. The edge losses are 4.717 and 2.724 pF.

\subsection{Tail errors}

At 100 kHz, \eqref{far} gives for $T_2$
\begin{equation}
\frac2\pi\big[4.717(0.0010-0.0001)+2.724(0.0100-0.0010)\big]=0.018\ \mathrm{pF},
\end{equation}
and a third of this for $T_1$. The full sums give 0.0184 and 0.0061 pF. The mismatch is 0.0069 pF, and direct quadrature of the tails gives the same. At 501 kHz the interval is 0.172 to 0.480 pF and the mismatch 0.191 pF.

Omitting the tails costs at most 1.96 pF at the tested points. The largest half-width of the interval is 1.01 pF. Equation \eqref{width} explains it: next to the lower edge $q=0.891$ and $W=0.67$, so the half-width is about $\tfrac12(2/\pi)(4.717)(0.67)=1.0$ pF.

Power laws with the local edge exponents, 0.592 and $-0.650$, reduce the largest error to 0.031 pF, but this is for noiseless data. An exponent from two adjacent points, spaced by 0.115 in $\ln\omega$, has a standard deviation of roughly $\sqrt2\,(0.05)/(2.724\cdot0.115)=0.23$ at the upper edge. Noisy data need a slope fitted over more points. The extrapolation is an estimate, the interval a bound.

The bounds were also tested on 200 random networks with leakage and five relaxations each, at rates reaching two decades beyond both edges. The smallest signed distance was $3\times10^{-5}$ pF.

\subsection{Fits and verdicts}

Two circuits are fitted to noiseless data, with $C_{ox}$ held at its known value.

Without the potential spread, the fit returns $R=69.8\ \Omega$ and $L=-4.18\ \mu$H. Its rms misfit of 1.43 pF already condemns it. After this correction the loss at 1 MHz is $-0.80$ pF and the worst score is $-29$. The resistance also exceeds the best two-frequency bound, 53.1 $\Omega$.

With the spread included, the fit recovers 50.00 $\Omega$ and 0.500 $\mu$H, and no score is negative at the printed precision. This shows that the inversion works when the circuit is right; it does not validate the circuit for a real device. Noise gives standard deviations of 0.18 $\Omega$ and 0.041 $\mu$H.

The uncorrected data pass as well, with a worst score of 0.01. All 50 $\Omega$ are invisible to the test, and 0.5 $\mu$H is too small to matter here. The series resistance must come from the fit or from a separate measurement.

\subsection{Smallest detectable faults}

Each fault below is applied alone to noiseless, otherwise correctly de-embedded data, and counts as detectable when a score falls below $-4$. The noise of the signed distances is 0.09 to 0.11 pF. In 2000 noisy repetitions without a fault, with the true $R$ and $L$ subtracted, four were rejected; so few events fix the rate only as roughly 0.1 to 0.3\%.

Excess resistance is detected from 6.5 $\Omega$. At 891 kHz, \eqref{first} predicts a shift of $-(2/\pi)(1.12\ \mathrm{pF})(0.67)=-0.48$ pF, where $1.12$ pF is $rC_\infty^2\omega_2$. This must use up the initial distance and then exceed four standard deviations. The subtracted full-range violation is only 0.012 pF, in agreement with \eqref{orders} and below the noise of one reading. The loss at 1 MHz would become zero at an excess of 15.5 $\Omega$, so here the bounds act before the sign of the loss does. Extrapolation by \eqref{R} over the top half decade gives 56.8 $\Omega$, an excess just above the detection limit. Bound \eqref{R} is itself a test of excess resistance. The best pair, 53.1 $\Omega$, carries a noise of about 1.9 $\Omega$, but the pair 631 kHz and 1 MHz gives $54.2\pm0.6\ \Omega$ and exposes an excess at four standard deviations from about 6.4 $\Omega$. For this fault the KK bounds are no more sensitive than \eqref{R}.

Excess inductance is detected from 0.55 $\mu$H, leftover inductance from 1.74 $\mu$H. The leftover raises $C'$ with frequency, as a high-frequency loss would, and must first cross the interval. An upward drift of the surface potential, linear in $\ln\omega$ during the sweep, is detected from 1.8 mV in total.

\subsection{Relation to real capacitors}

The chosen $D_{it}$ is high for well-annealed silicon dioxide on silicon, where roughly $10^{10}$ to $10^{11}$ cm$^{-2}$eV$^{-1}$ is typical. The depletion charge alone gives an oxide field of 0.22 MV/cm, against roughly 10 MV/cm for breakdown. A tunnelling estimate with a 3 eV barrier and mass $0.4\,m_e$ gives $3\times10^{-19}$ S, against a device conductance of $3\times10^{-8}$ S at 1 kHz. Surface electrons number $5\times10^{-8}$ per hole, and the doping is 0.3 to 1\% of the valence-band effective density of states, depending on the hole mass used (0.4\% for the free-electron mass), so minority response and degeneracy are negligible here. Border traps at an assumed $10^{17}$ cm$^{-3}$eV$^{-1}$ would add less than 0.13 pF of loss. That ceiling combines their full response, which needs $\omega\tau\ll1$, with the high-frequency divider $C_{ox}/(C_{ox}+C_d)$. At $\omega\tau\ll1$ the divider is $C_{ox}/(C_{ox}+C_d+C_{it})$ and the added loss is about 0.11 pF; towards the upper end of the band it is much smaller. That changes fitted trap parameters, but linear relaxations with positive weights remain in the RC class.

Stationarity and linearity are the more exposed assumptions. At fixed surface potential, cross-section and thermal speed, warming by 10 K shortens $\tau$ by 22\%, so temperature must be steady during the sweep. A test signal of 10 mV amplitude puts at most about 7.6 mV across the semiconductor and raises the mean capture rate by up to 2.2\%. Both values are for the upper end of the band; they are somewhat smaller at low frequency, where the traps respond, add capacitance in parallel with $C_d$ and so shift more of the signal onto the oxide. A change of rate common to all frequencies is only a change of $\tau$ and is KK-consistent; whether the rest of the nonlinearity is detectable is not determined by this estimate. The detection limits belong to this device, noise and frequency grid, and must be recomputed for others. The numerical output gives the remaining values.

\section*{Computed results}
\begin{verbatim}
T 300 K, oxide 5 nm, area 1e-03 cm2
doping 1e+17 cm^-3, D_it 5e+11 cm^-2 eV^-1
capture cross-section 1e-16 cm2, thermal speed 1e+07 cm/s
surface potential 0.20 V, spread 1.5 kT/q
series R 50.0 ohm, L 0.50 uH, noise 0.05 pF
C_ox 690.6, C_dep 218.2, C_it 80.1 pF
trap time 22.90 us, C_infinity 165.81 pF
band 1 to 1000 kHz, 61 points
reference frequency 31.62 kHz
C' at band edges 205.81, 167.22 pF
C'' at band edges 4.717, 2.724 pF
C'' peak 11.75 pF at 20.0 kHz
edge exponents: low 0.592, high -0.650
tails in pF: f/kHz, mismatch, quadrature, bound1, bound2, power law
    2.00  -0.3325  -0.3326  -0.2974  -0.8279  -0.3408
   10.00  -0.0108  -0.0108  -0.0096  -0.0287  -0.0111
  100.00   0.0069   0.0069   0.0061   0.0184   0.0070
  501.19   0.1912   0.1912   0.1724   0.4801   0.1936
largest error, tails omitted: 1.964 pF
largest error, power-law tails: 0.0310 pF
largest bound half-width: 1.006 pF
smallest slack, random RC networks: 0.00003 pF
two-frequency R bound, best pair: 53.12 ohm
two-frequency R bound, top half decade: 56.77 ohm
fit without spread: R 69.77 ohm, L -4.177 uH
  its rms misfit 1.429 pF
fit with spread: R 50.00 ohm, L 0.500 uH
  noise sd: R 0.18 ohm, L 0.041 uH
  sd from 80 trials / theory: 1.03, 0.98
C'' at top edge: fit without spread -0.799 pF
worst score, uncorrected data: 0.01 sd
worst score, fit without spread: -29.34 sd
worst score, fit with spread: 0.00 sd
rejection limit -4 sd, false alarms 0.20 %
test noise sd range 0.088 to 0.109 pF
detectable R over-correction: 6.5 ohm
  full-range KK violation there: 0.0121 pF
R excess that makes top-edge C'' zero: 15.50 ohm
detectable L: over 0.55 uH, leftover 1.74 uH
violation order in R 2.001, in L 1.000
detectable upward potential drift over sweep: 1.8 mV
oxide field 0.220 MV/cm (breakdown roughly 10)
tunnel conductance 2.9e-19 S; G at 1 kHz 3.0e-08 S
border-trap loss at 1e17 cm^-3 eV^-1: 0.129 pF
doping / valence-band density 0.0040
surface electrons / holes 5.2e-08
trap time change for +10 K at fixed potential: -22.1 %
mean capture-rate shift, 10 mV amplitude: 2.17 %
\end{verbatim}
